**Mean free path between hard recoils for a power cross section**

For $d\sigma=CE^{-m}T^{-1-m}dT$ with $0<T\le\gamma E$, the program tests $\lambda=mE^m/\{NC[E_d^{-m}-(\gamma E)^{-m}]\}$ for $\gamma E>E_d$. Here $E$ is the ion energy, $T$ the recoil energy, $E_d$ the threshold, $N$ the atom density, $\gamma E$ the largest transfer, and $C$ and $m$ the strength and exponent. It asserts agreement with direct quadrature for four exponents, and checks three limits, both logarithmic slopes and the minimum over energy. Atoms placed at random around a straight track give a mean gap of 1.635 nm, against 1.638 nm from the formula, and a nearly equal standard deviation. Further assertions compare $C$ with a classical orbit in the power potential, and the first-order energy-loss correction with an integrated survival probability. For 100 keV Yb in Y with $E_d=30$ eV, orbits in the universal potential give 1.426 nm, so the power-law value is 14.9 % longer. This difference grows to 39.6 % at 535 eV, the energy of the model's shortest path.

## Numerical check

```python
"""
Result under test: for d(sigma) = C E^(-m) T^(-1-m) dT, 0 < T <= gamma E,
the local mean free path between recoils with T > Ed is
    lambda = m E^m / (N C (Ed^(-m) - (gamma E)^(-m))),   gamma E > Ed.
E: ion energy, T: recoil energy, Ed: threshold, N: atoms per volume,
gamma = 4 M1 M2/(M1+M2)^2, C: strength, m: exponent.
All internal quantities are in atomic units. Example: Yb ions in Y metal.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma as gamma_function

EV = 1.0 / sc.physical_constants["Hartree energy in eV"][0]
BOHR_M = sc.physical_constants["Bohr radius"][0]
NM = 1e-9 / BOHR_M
U = sc.atomic_mass / sc.m_e

# Example inputs (rough typical values for the material)
Z1, Z2 = 70, 39
mass_u_ion, mass_u_target = 173.0, 88.9
density_g_cm3 = 4.47
E_eV, Ed_eV = 1.0e5, 30.0
row_spacing_nm = 0.365
temperature_K = 300.0
power = 4
m_ex = 1.0 / power

M1, M2 = mass_u_ion * U, mass_u_target * U
E0, Ed = E_eV * EV, Ed_eV * EV
kin = 4 * M1 * M2 / (M1 + M2) ** 2
N = density_g_cm3 * 1e3 / (mass_u_target * sc.atomic_mass) * BOHR_M**3


def mfp(E, threshold, m, C):
    """Derived closed formula."""
    return m * E**m / (N * C * (threshold**-m - (kin * E) ** -m))


def mfp_quadrature(E, threshold, m, C):
    """Mean free path from direct integration of the cross section."""
    def integrand(y):
        T = np.exp(y)
        return C * E**-m * T ** (-1 - m) * T
    area = quad(integrand, np.log(threshold), np.log(kin * E),
                epsabs=0, epsrel=1e-11)[0]
    return 1.0 / (N * area)


# Universal screened potential and its tangent power law
a_u = 0.8854 / (Z1**0.23 + Z2**0.23)
weights = np.array([0.1818, 0.5099, 0.2802, 0.02817])
decays = np.array([3.2, 0.9423, 0.4029, 0.2016])


def universal_potential(r):
    x = np.asarray(r) / a_u
    screening = np.exp(-np.multiply.outer(x, decays)) @ weights
    return Z1 * Z2 / np.asarray(r) * screening


def local_power(r):
    h = 1e-5
    return -(np.log(universal_potential(r * np.exp(h)))
             - np.log(universal_potential(r * np.exp(-h)))) / (2 * h)


r_match = brentq(lambda r: local_power(r) - power, a_u, 30 * a_u)
A = float(universal_potential(r_match)) * r_match**power
g_s = (np.sqrt(np.pi) * gamma_function((power + 1) / 2)
       / gamma_function(power / 2))
C_ex = np.pi * m_ex * (M1 / M2) ** m_ex * (A * g_s) ** (2 * m_ex)


def power_potential(r):
    return A / np.asarray(r) ** power


# Classical orbits: recoil energy at impact parameter p
nodes, node_weights = np.polynomial.legendre.leggauss(120)
phi = np.pi / 4 * (nodes + 1)
phi_weights = np.pi / 4 * node_weights


def recoil_energy(p, E, potential):
    Ec = E * M2 / (M1 + M2)

    def radial(r):
        return 1 - float(potential(r)) / Ec - (p / r) ** 2
    upper = 2 * p
    while radial(upper) <= 0:
        upper *= 2
    r0 = brentq(radial, p * (1 - 1e-9), upper, xtol=1e-15, rtol=1e-14)
    u = np.sin(phi)
    g = 1 - potential(r0 / u) / Ec - (p * u / r0) ** 2
    angle = np.pi - 2 * p / r0 * np.sum(phi_weights * np.cos(phi) / np.sqrt(g))
    return kin * E * np.sin(angle / 2) ** 2


def orbit_radius(E, threshold):
    """Impact parameter at which the universal potential gives T = threshold."""
    return brentq(lambda p: np.log(recoil_energy(p, E, universal_potential)
                                   / threshold), 0.005 * NM, 0.3 * NM)


# Formula against quadrature, including the Coulomb exponent m = 1
for m in (0.1, 0.25, 0.5, 1.0):
    for energy in (50 * EV, 1e3 * EV, 1e5 * EV):
        ratio = mfp(energy, Ed, m, 1.0) / mfp_quadrature(energy, Ed, m, 1.0)
        assert abs(ratio - 1) < 1e-8

# Limits: m -> 0, close to threshold, and far above it
log_limit = 1 / (N * np.log(kin * E0 / Ed))
assert abs(mfp_quadrature(E0, Ed, 1e-6, 1.0) / log_limit - 1) < 1e-4
E_near = 1.001 * Ed / kin
near = Ed ** (1 + m_ex) * E_near**m_ex / (N * C_ex * (kin * E_near - Ed))
assert abs(mfp_quadrature(E_near, Ed, m_ex, C_ex) / near - 1) < 2e-3
E_far = 1e16 * Ed
far = m_ex * (E_far * Ed) ** m_ex / (N * C_ex)
assert abs(mfp_quadrature(E_far, Ed, m_ex, C_ex) / far - 1) < 1e-3

# Minimum over energy, found by search on the quadrature result
E_star = 2 ** (1 / m_ex) * Ed / kin
lam_min = 4 * m_ex * Ed ** (2 * m_ex) / (N * C_ex * kin**m_ex)
search = minimize_scalar(
    lambda y: mfp_quadrature(np.exp(y), Ed, m_ex, C_ex),
    bounds=(np.log(1.2 * Ed / kin), np.log(E0)), method="bounded",
    options={"xatol": 1e-7})
assert abs(np.exp(search.x) / E_star - 1) < 1e-3
assert abs(search.fun / lam_min - 1) < 1e-7

# Logarithmic slopes in energy and threshold
q = (Ed / (kin * E0)) ** m_ex
slope_E = m_ex * (1 - 2 * q) / (1 - q)
slope_Ed = m_ex / (1 - q)
h = 1e-3
up, down = np.exp(h), np.exp(-h)
numeric_E = np.log(mfp_quadrature(E0 * up, Ed, m_ex, C_ex)
                   / mfp_quadrature(E0 * down, Ed, m_ex, C_ex)) / (2 * h)
numeric_Ed = np.log(mfp_quadrature(E0, Ed * up, m_ex, C_ex)
                    / mfp_quadrature(E0, Ed * down, m_ex, C_ex)) / (2 * h)
assert abs(numeric_E - slope_E) < 1e-5
assert abs(numeric_Ed - slope_Ed) < 1e-5

# Strength C against full orbits in the power potential at small angle
T_soft = Ed / 1000
p_soft = np.sqrt(C_ex / (np.pi * m_ex) * (E0 * T_soft) ** -m_ex)
soft_ratio = recoil_energy(p_soft, E0, power_potential) / T_soft
assert abs(soft_ratio - 1) < 0.01

# Random atoms around a straight track; C is not used to find the events
lam = mfp(E0, Ed, m_ex, C_ex)
sigma_hard = 1 / (N * lam)
sigma_uncut = C_ex / m_ex * (E0 * Ed) ** -m_ex
rng = np.random.default_rng(12345)
atom_count = 400000
R = 1.5 * np.sqrt(sigma_uncut / np.pi)
track_length = atom_count / (N * np.pi * R**2)
position = rng.uniform(0, track_length, atom_count)
impact = R * np.sqrt(1 - rng.random(atom_count))
Ec0 = E0 * M2 / (M1 + M2)
transfer = kin * E0 * (A * g_s / (Ec0 * impact**power)) ** 2 / 4
hard = (transfer > Ed) & (transfer <= kin * E0)
gaps = np.diff(np.sort(position[hard]))
survival = np.mean(gaps > lam)
assert abs(gaps.mean() / lam - 1) < 0.015
assert abs(gaps.std() / lam - 1) < 0.025
assert abs(survival - np.exp(-1)) < 0.008

# Energy loss between hard recoils: electronic plus subthreshold nuclear


def electronic_loss(E):
    velocity = np.sqrt(2 * E / M1)
    return (N * 8 * np.pi * Z1 ** (7 / 6) * Z2
            / (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5 * velocity)


def soft_loss(E):
    return N * C_ex * E**-m_ex * Ed ** (1 - m_ex) / (1 - m_ex)


soft_integral = N * quad(lambda y: C_ex * E0**-m_ex
                         * np.exp((1 - m_ex) * y),
                         np.log(Ed) - 60, np.log(Ed), epsabs=0)[0]
assert abs(soft_integral / soft_loss(E0) - 1) < 1e-7


def path_equations(x, state):
    energy, exponent, _ = state
    loss = electronic_loss(energy) + soft_loss(energy)
    return [-loss, 1 / mfp(energy, Ed, m_ex, C_ex), np.exp(-exponent)]


solution = solve_ivp(path_equations, (0, 25 * lam), [E0, 0.0, 0.0],
                     rtol=1e-10, atol=1e-11)
assert solution.success
mean_with_loss = solution.y[2, -1]
loss0 = electronic_loss(E0) + soft_loss(E0)
first_order = lam * (1 - slope_E * lam * loss0 / E0)
assert abs(mean_with_loss - first_order) < 0.05 * abs(mean_with_loss - lam)

# Universal-potential orbits: effect of the power-law model
p_orbit = orbit_radius(E0, Ed)
sigma_orbit = np.pi * p_orbit**2
lam_orbit = 1 / (N * sigma_orbit)
assert abs(lam / lam_orbit - 1) < 0.25
assert abs(sigma_uncut - sigma_orbit) < abs(sigma_hard - sigma_orbit)

# Other neglected effects
spacing = N ** (-1 / 3)
psi1 = np.sqrt(2 * Z1 * Z2 / (E0 * row_spacing_nm * NM))
psi2 = np.sqrt(np.sqrt(3) * a_u * psi1
               / (np.sqrt(2) * row_spacing_nm * NM))
wave_number = M1 * M2 / (M1 + M2) * np.sqrt(2 * E0 / M1)
angle_threshold = 2 * np.arcsin(np.sqrt(Ed / (kin * E0)))
diffraction_ratio = 1 / (wave_number * p_orbit * angle_threshold)
thermal_ratio = sc.k * temperature_K / sc.e / Ed_eV
assert lam > spacing and diffraction_ratio < 0.05


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Ion charge number Z1 (Yb)", Z1)
show("Target charge number Z2 (Y)", Z2)
show("Ion mass", mass_u_ion, "u")
show("Target mass", mass_u_target, "u")
show("Target density", density_g_cm3, "g/cm3")
show("Atom density N", N * NM**3, "nm^-3")
show("Ion energy E", E_eV, "eV", 6)
show("Threshold Ed", Ed_eV, "eV")
show("Exponent m", m_ex)
show("Kinematic factor gamma", kin)
show("Largest recoil energy gamma E", kin * E_eV, "eV", 5)
show("Universal screening length", a_u / NM, "nm")
show("Tangent radius", r_match / NM, "nm")
show("Potential strength A", A / EV / NM**power, "eV nm^4")
show("Small-angle factor g_s", g_s)
show("Strength C", C_ex / NM**2 / EV ** (2 * m_ex), "nm^2 eV^0.5")
show("q = (Ed/gamma E)^m", q)
show("Cross section without upper cut", sigma_uncut / NM**2, "nm^2")
show("Hard-recoil cross section", sigma_hard / NM**2, "nm^2")
show("MEAN FREE PATH", lam / NM, "nm")
show("Mean free path, converted", 10 * lam / NM, "angstrom")
show("Mean free path, converted", lam, "bohr")
show("Mean free path without upper cut", 1 / (N * sigma_uncut) / NM, "nm")
show("Slope d ln lambda/d ln E", slope_E)
show("Slope d ln lambda/d ln Ed", slope_Ed)
show("Energy of shortest path E*", E_star / EV, "eV")
show("Shortest path in model", lam_min / NM, "nm")
show("Random track: number of gaps", len(gaps), "", 6)
show("Random track: mean gap", gaps.mean() / NM, "nm")
show("Random track: standard deviation", gaps.std() / NM, "nm")
show("Random track: fraction of gaps > lambda", survival)
show("Expected fraction exp(-1)", np.exp(-1))
show("Orbit/small-angle T at Ed/1000, power potential", soft_ratio, "", 5)
show("Universal orbit: impact parameter for Ed", p_orbit / NM, "nm")
show("Universal orbit: cross section", sigma_orbit / NM**2, "nm^2")
for energy_eV in (E_star / EV, 1e4, 3e4, 1e5):
    energy = energy_eV * EV
    model = mfp(energy, Ed, m_ex, C_ex) / NM
    orbit = 1 / (N * np.pi * orbit_radius(energy, Ed) ** 2) / NM
    print(f"E = {energy_eV:.0f} eV: lambda model {model:.3f} nm, "
          f"universal orbits {orbit:.3f} nm, "
          f"model error {100 * (model / orbit - 1):+.1f} %")
show("Electronic loss", electronic_loss(E0) / EV * NM, "eV/nm")
show("Soft nuclear loss", soft_loss(E0) / EV * NM, "eV/nm")
show("Energy lost over one lambda", loss0 * lam / EV, "eV")
show("Change of mean path by this loss",
     100 * (mean_with_loss / lam - 1), "%")
show("First-order estimate of change", 100 * (first_order / lam - 1), "%")
for threshold_eV in (20, 40):
    show(f"Mean free path for Ed = {threshold_eV} eV",
         mfp(E0, threshold_eV * EV, m_ex, C_ex) / NM, "nm")
show("Atomic spacing N^(-1/3)", spacing / NM, "nm")
show("Row spacing for channelling", row_spacing_nm, "nm")
show("Channelling angle estimate", np.degrees(psi2), "degree", 2)
show("Diffraction angle / threshold deflection", diffraction_ratio, "", 2)
show("Temperature", temperature_K, "K")
show("Thermal energy / Ed", thermal_ratio, "", 2)
print("all assertions hold")
```

Running it gives:

```
Ion charge number Z1 (Yb): 70
Target charge number Z2 (Y): 39
Ion mass: 173 u
Target mass: 88.9 u
Target density: 4.47 g/cm3
Atom density N: 30.28 nm^-3
Ion energy E: 100000 eV
Threshold Ed: 30 eV
Exponent m: 0.25
Kinematic factor gamma: 0.8969
Largest recoil energy gamma E: 89689 eV
Universal screening length: 0.00941 nm
Tangent radius: 0.08537 nm
Potential strength A: 0.02902 eV nm^4
Small-angle factor g_s: 2.356
Strength C: 0.2426 nm^2 eV^0.5
q = (Ed/gamma E)^m: 0.1352
Cross section without upper cut: 0.02331 nm^2
Hard-recoil cross section: 0.02016 nm^2
MEAN FREE PATH: 1.638 nm
Mean free path, converted: 16.38 angstrom
Mean free path, converted: 30.95 bohr
Mean free path without upper cut: 1.417 nm
Slope d ln lambda/d ln E: 0.2109
Slope d ln lambda/d ln Ed: 0.2891
Energy of shortest path E*: 535.2 eV
Shortest path in model: 0.7663 nm
Random track: number of gaps: 154066
Random track: mean gap: 1.635 nm
Random track: standard deviation: 1.63 nm
Random track: fraction of gaps > lambda: 0.3674
Expected fraction exp(-1): 0.3679
Orbit/small-angle T at Ed/1000, power potential: 0.99786
Universal orbit: impact parameter for Ed: 0.08585 nm
Universal orbit: cross section: 0.02316 nm^2
E = 535 eV: lambda model 0.766 nm, universal orbits 0.549 nm, model error +39.6 %
E = 10000 eV: lambda model 1.049 nm, universal orbits 0.839 nm, model error +25.0 %
E = 30000 eV: lambda model 1.283 nm, universal orbits 1.064 nm, model error +20.5 %
E = 100000 eV: lambda model 1.638 nm, universal orbits 1.426 nm, model error +14.9 %
Electronic loss: 322.7 eV/nm
Soft nuclear loss: 7.06 eV/nm
Energy lost over one lambda: 540.2 eV
Change of mean path by this loss: -0.114 %
First-order estimate of change: -0.1139 %
Mean free path for Ed = 20 eV: 1.458 nm
Mean free path for Ed = 40 eV: 1.781 nm
Atomic spacing N^(-1/3): 0.3208 nm
Row spacing for channelling: 0.365 nm
Channelling angle estimate: 6.9 degree
Diffraction angle / threshold deflection: 0.001
Temperature: 300 K
Thermal energy / Ed: 0.00086
all assertions hold
```
